# Low-frequency partial self-inductance of a copper through-silicon via

## Problem

A through-silicon via is a straight round copper cylinder of length $l=50$ µm and radius $a=2.5$ µm. It carries a total current $I$ along its axis. The frequency is low enough for the current density to be uniform over the cross-section. Copper and the surrounding silicon are treated as nonmagnetic.

(a) Define the partial self-inductance of the via, and reduce it to an average over pairs of thin parallel filaments.

(b) For $a\ll l$, derive its value through second order in $a/l$. Show that the via has a partial self-inductance near 30 pH, internal inductance included.

(c) How much of this is internal inductance, and up to what frequency is the low-frequency value useful?

(d) An identical via 20 µm away, centre to centre, carries the return current. What do the two vias together contribute to the loop inductance?

(e) Which features of a real via could move the result?

SI equations are used, with lengths in µm and inductances in pH.

## Solution

### (a) From magnetic energy to filaments

Inductance belongs to a closed circuit, because a steady current must return. The magnetic energy of the circuit can nevertheless be divided among its segments. With the vector potential in the Coulomb gauge,

$$
W=\frac12\int \mathbf J\cdot\mathbf A\,dV,\qquad
\mathbf A(\mathbf r)=\frac{\mu_0}{4\pi}\int\frac{\mathbf J(\mathbf r')}{|\mathbf r-\mathbf r'|}\,dV' .
$$

Inserting $\mathbf A$ gives a double integral over the circuit. Cutting the circuit into segments turns it into a sum over pairs of segments. The term in which both points lie in the via is written $\frac12LI^2$, and this defines the partial self-inductance $L$. The terms joining different segments define partial mutual inductances. Their signs follow from $\mathbf J\cdot\mathbf J'$, and all terms together give the loop inductance.

The division depends on the choice of $\mathbf A$: adding a gradient $\nabla\chi$ changes the share of an open segment. It does not change the loop total, since $\oint\nabla\chi\cdot d\mathbf l=0$. The value found below therefore belongs to the stated convention and is an ingredient of a loop calculation.

In the via, $J=I/(\pi a^2)$ everywhere and all current elements are parallel. Hence

$$
L=\frac{\mu_0}{4\pi}\frac{1}{(\pi a^2)^2}\iint\frac{dV\,dV'}{|\mathbf r-\mathbf r'|}.
$$

First do the two integrals along the axis, for points whose transverse separation is $d$. This gives the mutual inductance of two aligned filaments,

$$
M(d)=\frac{\mu_0}{4\pi}\int_0^l\!\!\int_0^l\frac{dz\,dz'}{\sqrt{(z-z')^2+d^2}} .
$$

The integrand depends on $u=|z-z'|$ alone. In the square of side $l$, the area with separation between $u$ and $u+du$ is $2(l-u)\,du$. Therefore

$$
M(d)=\frac{\mu_0}{2\pi}\int_0^l\frac{l-u}{\sqrt{u^2+d^2}}\,du
=\frac{\mu_0}{2\pi}\left[l\,\operatorname{arsinh}\frac ld-\sqrt{l^2+d^2}+d\right].
$$

The remaining transverse integrals, divided by $(\pi a^2)^2$, average over all pairs of points in the disc:

$$
L=\langle M(d)\rangle .
$$

Although $M(d)$ diverges logarithmically as $d\to0$, its average over an area is finite. This is why a wire of finite thickness has a finite self-inductance while an infinitely thin one does not.

### (b) The inductance of the via

**Expansion in the separation.** Put $\varepsilon=d/l$. Two points of the disc are at most $2a$ apart, so here $\varepsilon\le0.1$. Since $\operatorname{arsinh}x=\ln(x+\sqrt{x^2+1})$,

$$
\operatorname{arsinh}\frac1\varepsilon
=\ln\frac{1+\sqrt{1+\varepsilon^2}}{\varepsilon}
=\ln\frac2\varepsilon+\frac{\varepsilon^2}{4}-\frac{3\varepsilon^4}{32}+\dots
$$

Also $\sqrt{1+\varepsilon^2}=1+\varepsilon^2/2-\varepsilon^4/8+\dots$. Subtracting this and adding $\varepsilon$,

$$
M(d)=\frac{\mu_0l}{2\pi}\left[\ln\frac{2l}{d}-1+\frac dl-\frac{d^2}{4l^2}+\frac{d^4}{32l^4}+\dots\right].
$$

Through second order we need the pair averages of $\ln d$, $d$ and $d^2$.

**A rule for averages over pairs.** Let $F(a)$ be the average of some function $f(d)$ over all pairs in a disc of radius $a$, and $F_{\rm rim}(a)$ its average when one point is fixed on the rim. Write $A=\pi a^2$. The sum over pairs is $A^2F$. If the disc grows by a ring of area $dA$, the new pairs have one point in the ring and the other in the disc, in either order. Pairs with both points in the ring vanish faster than $dA$. Thus

$$
d(A^2F)=2AF_{\rm rim}\,dA .
$$

Expanding the left side as $2AF\,dA+A^2dF$ and using $dA/A=2\,da/a$ gives

$$
\frac{dF}{da}=\frac4a\,(F_{\rm rim}-F).
$$

**Average of the logarithm.** Fix a rim point $P$ and let the other point run round a circle of radius $r<a$ about the disc centre. In two dimensions $\ln|\boldsymbol\rho-P|$ is harmonic away from $P$, so its average round this circle equals its value at the centre, $\ln a$. This holds for every $r<a$, hence $F_{\rm rim}=\ln a$. Scaling all lengths with $a$ shows that $F=\ln a+c$ with a constant $c$. The rule gives

$$
\frac1a=\frac4a(-c),\qquad c=-\frac14,\qquad
\langle\ln d\rangle=\ln a-\frac14 .
$$

**Average distance.** From the rim point, use polar coordinates with $\theta=0$ towards the centre. The disc extends to distance $2a\cos\theta$, so

$$
F_{\rm rim}=\frac1{\pi a^2}\int_{-\pi/2}^{\pi/2}\!d\theta\int_0^{2a\cos\theta}\!s^2\,ds
=\frac{8a}{3\pi}\int_{-\pi/2}^{\pi/2}\cos^3\theta\,d\theta
=\frac{32a}{9\pi},
$$

because the last integral is $4/3$. With $F=ca$, the rule reads $c=4[32/(9\pi)-c]$, so

$$
\langle d\rangle=\frac{128a}{45\pi}.
$$

**Average squared distance.** With one point on the rim, $d^2=a^2+\rho^2-2\boldsymbol\rho\cdot P$. The last term averages to zero and $\langle\rho^2\rangle=a^2/2$, so $F_{\rm rim}=3a^2/2$. With $F=ca^2$ the rule gives $2c=4(3/2-c)$, hence $c=1$ and $\langle d^2\rangle=a^2$.

**Result.** Inserting the three averages,

$$
\boxed{L\simeq\frac{\mu_0l}{2\pi}\left[\ln\frac{2l}{a}-\frac34+\frac{128a}{45\pi l}-\frac{a^2}{4l^2}\right]}
$$

The $-\frac34$ is $-1$ from the finite length plus $\frac14$ from the spread of current over the section. The next term in the bracket is $\langle d^4\rangle/(32l^4)$. Since $d\le2a$, it is at most $a^4/(2l^4)$, or about $3\times10^{-6}$ here.

For the via, $l/a=20$ and $\mu_0l/(2\pi)=10.00$ pH. Thus

$$
L=10.00\,(3.6889-0.7500+0.0453-0.0006)\ \text{pH}
=29.84\ \text{pH}\approx30\ \text{pH}.
$$

Without the two terms in $a/l$ the result would be 29.39 pH. The finite ratio of radius to length thus adds about 0.45 pH.

**A second road.** The defining integral can be evaluated without filaments or average distances. Resolve the kernel into transverse plane waves,

$$
\frac1{|\mathbf r-\mathbf r'|}=\int\frac{d^2q}{2\pi}\,\frac{e^{-q|z-z'|}}{q}\,e^{i\mathbf q\cdot(\boldsymbol\rho-\boldsymbol\rho')} .
$$

The disc average of $e^{i\mathbf q\cdot\boldsymbol\rho}$ is $2J_1(qa)/(qa)$, and it appears once for each point. The axial integrals of $e^{-q|z-z'|}$ give $2[l/q-(1-e^{-ql})/q^2]$. With $x=qa$ and $s=l/a$,

$$
\frac{L}{\mu_0l/2\pi}=\int_0^\infty\!dx\left[\frac{2J_1(x)}x\right]^2\left[\frac1x-\frac{1-e^{-sx}}{s x^2}\right].
$$

At $s=20$ numerical integration gives 2.983526, against 2.983525 from the series. Direct sampling of the six-dimensional integral with four million random pairs of points gives $2.9842\pm0.0020$, where the uncertainty is one standard error.

**Limits.** The expansion requires $a\ll l$; for a stubby conductor the integral above must be used instead. In the opposite limit, $l/a\to\infty$, the inductance per unit length grows as $\ln(2l/a)$ and does not settle to a constant. The magnetic field of an isolated long wire falls as $1/r$, and its energy keeps growing with the distance over which that law holds. A nearby return current removes this growth, as part (d) shows.

### (c) Internal inductance and frequency

Consider first a long wire. Ampère's law gives the field inside it as $B=\mu_0Ir/(2\pi a^2)$. The energy stored inside a length $l$ is

$$
W_{\rm int}=l\int_0^a\frac{B^2}{2\mu_0}\,2\pi r\,dr
=\frac{\mu_0I^2l}{4\pi a^4}\int_0^a r^3dr
=\frac{\mu_0I^2l}{16\pi}.
$$

Equating this to $\frac12L_{\rm int}I^2$ gives

$$
L_{\rm int}=\frac{\mu_0l}{8\pi}=2.50\ \text{pH}.
$$

It does not depend on the radius. Subtracting it from the total leaves 27.34 pH. This split uses the long-wire value. In the finite via the field of its own current is weaker near the ends, and the energy this field stores inside the copper corresponds to about 2.3 pH. The rest of the circuit adds its own field there. If the current enters and leaves through planes at the two ends, flowing radially and symmetrically, Ampère's law restores the long-wire field along the whole via and the internal value is again 2.50 pH.

A related comparison places the same current uniformly on a thin tube of radius $a$. Two points on its circumference, separated by angle $\theta$, have $d=2a|\sin(\theta/2)|$. Hence $\langle d\rangle=4a/\pi$ and $\langle d^2\rangle=2a^2$. The average of $\ln d$ is $\ln a$, by letting $r\to a$ in the harmonic argument above. Therefore

$$
L_{\rm tube}\simeq\frac{\mu_0l}{2\pi}\left[\ln\frac{2l}{a}-1+\frac{4a}{\pi l}-\frac{a^2}{2l^2}\right]=27.51\ \text{pH}.
$$

The difference from the solid via is 2.32 pH, slightly less than 2.50 pH. The leading difference in the bracket is $\frac14$, which is the long-wire internal inductance. The next one is $(128/45-4)\,a/(\pi l)$, which is negative: points on the tube are farther apart on average, and the end term $d/l$ is larger for them. In the bracket this correction vanishes as $a/l$ for a long wire; in picohenries it tends to a constant, about $-0.18$ pH for this radius. At $l/a=2000$ the numerical difference in the bracket is 0.24982.

To see when the current leaves the interior, take fields varying as $e^{j\omega t}$ in a long wire of resistivity $\rho$. Neglecting displacement current in the copper, the axial electric field obeys $\nabla^2E=(j\omega\mu_0/\rho)E$. The solution regular on the axis is $E=CJ_0(kr)$ with $k^2=-j\omega\mu_0/\rho$. The current is

$$
I=\frac{2\pi C}{\rho}\int_0^aJ_0(kr)\,r\,dr=\frac{2\pi aC}{\rho k}J_1(ka),
$$

so the internal impedance per unit length is

$$
Z'=\frac{E(a)}I=\frac{\rho k}{2\pi a}\frac{J_0(ka)}{J_1(ka)} .
$$

For small $ka$, $J_0(ka)/J_1(ka)\simeq(2/ka)(1-k^2a^2/8)$, which gives

$$
Z'\simeq\frac{\rho}{\pi a^2}+j\omega\frac{\mu_0}{8\pi}.
$$

The reactive part is the internal inductance already found. The scale for its decrease is the skin depth $\delta=\sqrt{2\rho/(\omega\mu_0)}$. With a rough copper resistivity of 1.7 µΩ cm, $\delta=a$ at $f=\rho/(\pi\mu_0a^2)\approx0.69$ GHz. The full Bessel expression, applied to a length $l$, gives these reductions of inductance:

| Frequency | Skin depth | Reduction |
|---|---:|---:|
| 0.1 GHz | 6.56 µm | 0.0005 pH |
| 1 GHz | 2.08 µm | 0.05 pH |
| 10 GHz | 0.66 µm | 1.2 pH |

The low-frequency value thus remains useful somewhat beyond the point $\delta=a$: at 1 GHz the reduction is about 0.2% of $L$. At 10 GHz about half of the internal inductance has gone. These are long-wire figures; for the partial self-inductance of the isolated via the reductions are about 10% smaller, while for a via fed symmetrically by conducting planes at both ends the long-wire figures apply as they stand. They also omit current redistribution caused by neighbouring conductors.

A well-defined inductance need not dominate the voltage drop. The resistance is $R=\rho l/(\pi a^2)=43$ mΩ, whereas $\omega L=19$ mΩ at 0.1 GHz. With $R$ held at its low-frequency value, the two are equal at about 0.23 GHz.

### (d) A nearby return via

Let the second via carry $-I$. The two self-energies add, while the mutual energy is negative:

$$
W=\frac12LI^2+\frac12LI^2-MI^2=\frac12\,[2(L-M)]\,I^2 .
$$

For centre separation $D=20$ µm, the filament formula gives $M=9.70$ pH. Averaging it over both discs changes this to 9.71 pH, so treating the vias as filaments is adequate for $M$. The pair contributes

$$
2(L-M)=2(29.84-9.70)\ \text{pH}=40.3\ \text{pH}.
$$

With the disc-averaged $M$ the result is 40.2 pH. This is not yet the whole loop. Horizontal connections have self and mutual terms of their own, although their mutual terms with the vertical vias vanish because $\mathbf J\cdot\mathbf J'=0$. Uniform current in each via has been assumed here too.

For vias much longer than their separation, the leading terms give

$$
\frac{2(L-M)}l\to\frac{\mu_0}{\pi}\left[\left(\ln\frac{2l}{a}-\frac34\right)-\left(\ln\frac{2l}{D}-1\right)\right]
=\frac{\mu_0}{\pi}\left[\ln\frac Da+\frac14\right].
$$

The logarithm of the length has cancelled. The return current limits the region filled by the field, and the pair acquires a definite inductance per unit length. In the example $l/D$ is only 2.5, so the finite-length value of about 40 pH should be used.

### (e) The real via

A diameter of 5 µm and a depth of 50 µm are ordinary dimensions for a copper through-silicon via. The perfect cylinder and its uniform current are idealizations. With the length fixed, a radius smaller by 10% throughout raises $L$ by 1.0 pH; one larger by 10% lowers it by 0.9 pH. These figures are for a radius changed along the whole length. A linear taper from $1.1a$ at one end to $0.9a$ at the other changes $L$ by only about 0.02 pH, with uniform axial current in each cross-section, because the effects of the thicker and thinner halves nearly cancel. Contacts can also crowd the current near the ends. As a rough scale, take the effective radius to be halved over a length $a$ at each end. The long-wire logarithm then suggests an increase of $(\mu_0/2\pi)(2a)\ln2=0.7$ pH. It overestimates the effect of such short regions: the double integral for this stepped shape, with uniform axial current in each part, gives 0.5 pH. Neither figure is a solution of the contact problem. Such uncertainties make "about 30 pH" a fair statement of the result, despite the more precise value for the ideal cylinder.

Temperature acts mainly on resistance. For a rise of 80 K and a rough coefficient of 0.0039 K⁻¹, resistance increases by a factor 1.31, and the frequency at which $\delta=a$ increases by the same factor. Free thermal expansion, at a rough 17 ppm/K, would change $L$ by 0.04 pH.

The silicon has little magnetic influence in this example. At a rough resistivity of 10 Ω cm its skin depth at 0.1 GHz is 16 mm, far larger than the via or the spacing to its return. Much more conductive silicon or a distant return would need a fresh estimate.

Finally, current can leave through the insulating liner. For an oxide 0.2 µm thick with relative permittivity 3.9, and silicon treated as a conducting outer electrode, the coaxial capacitance is $C=141$ fF. This is the oxide value alone; a depletion layer in 10 Ω cm silicon can lower it to roughly half. Such silicon acts as a conductor only while conduction exceeds displacement current, and their ratio falls from about 150 at 0.1 GHz to about 1.5 at 10 GHz. At 0.1 GHz, $\omega^2LC=1.7\times10^{-6}$ and $\omega RC=3.8\times10^{-6}$, so the inductive and resistive voltages along the via drive a negligible liner current. The via's overall voltage relative to the silicon can drive more, by an amount set by the circuit. The assumption of one current $I$ along the whole via requires that this charging current also be small compared with $I$.

The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
via length: 50.0 um
via radius: 2.50 um
length/radius: 20.0
prefactor mu0 l/(2 pi): 10.0000 pH
ln(2l/a): 3.68888
term 128a/(45 pi l): 0.04527
term a^2/(4 l^2): 0.000625
bracket, series: 2.983525
bracket, wavenumber integral: 2.983526
bracket, random sampling: 2.9842 +- 0.0020
L without a/l terms: 29.39 pH
L, full series: 29.84 pH
L, wavenumber integral: 29.84 pH
internal part mu0 l/(8 pi): 2.500 pH
L minus internal part: 27.34 pH
L with surface-tube current: 27.51 pH
uniform minus tube: 2.322 pH
bracket gap uniform-tube at l/a=2000: 0.24982
pair <ln(d/a)>: sampled -0.2500, formula -0.2500
pair <d/a>: sampled 0.9054, formula 0.9054
pair <d^2/a^2>: sampled 1.0000, formula 1.0000
rim <ln(d/a)>: sampled -0.0001, formula 0.0000
rim <d/a>: sampled 1.1317, formula 1.1318
rim <d^2/a^2>: sampled 1.5001, formula 1.5000
copper resistivity (rough): 1.70 uohm cm
frequency where skin depth = radius: 0.689 GHz
at 0.1 GHz: skin depth 6.56 um, L drop 0.0005 pH
at 1.0 GHz: skin depth 2.08 um, L drop 0.0529 pH
at 10.0 GHz: skin depth 0.66 um, L drop 1.2080 pH
via resistance: 43.3 mohm
omega L at 0.1 GHz: 18.7 mohm
frequency where omega L = R: 0.231 GHz
L change, radius 10% smaller: +1.01 pH
L change, radius 10% larger: -0.91 pH
end crowding, rough scale (half radius over a): 0.69 pH
heating: 80 K, temp. coefficient 0.0039 1/K (rough)
resistance factor when hot: 1.312
expansion coefficient (rough): 17 ppm/K
L change by free expansion: 0.041 pH
silicon resistivity (rough): 10 ohm cm
silicon skin depth, 0.1 GHz: 15.9 mm
liner: 0.2 um, relative permittivity 3.9
liner capacitance: 141 fF
omega^2 L C at 0.1 GHz: 1.7e-06
return via pitch: 20 um
mutual M, filament formula: 9.702 pH
mutual M, thick vias: 9.712 pH
two-via contribution 2(L-M): 40.3 pH
```
